\section*{Half-Quantised Hall Conductivity of a Massive Dirac Valley from Spectral Asymmetry, part 1}

(Sections cited here and not found follow in the second part.)

\section{The theorem and its proof from the Landau levels}

\subsection*{A count that fails}

Put a gapped Dirac valley in a magnetic field and try to find its charge by counting filled Landau levels. Most levels come in pairs at energies $+E$ and $-E$, but one level has no partner. It lies at the top of the valence band in one valley and at the bottom of the conduction band in the other. Suppose that the paired negative levels are declared neutral and that the unpaired level counts as one electron per state when filled and as nothing when empty. With the chemical potential in the gap, one valley then has the density $e|B|/h$ per spin and the other has none. The sum is a net charge proportional to $|B|$, and so a net Hall conductivity, in a material whose two valleys are mirror copies of each other under time reversal and whose Hall responses must cancel.

The fault lies in the neutral reference. The Dirac sea is infinitely deep, so its charge has a meaning only after a regularisation has been chosen. In one that treats electrons and holes alike, the unpaired level counts as plus one half when filled and minus one half when empty. The two valleys cancel, and each has half a quantum of Hall conductivity.

\subsection*{Model and statement}

The electron charge is $-e$ with $e>0$. The layer lies in the $xy$ plane and the field is $B$ along $z$, of either sign. For one valley and one spin,
\begin{equation}
H=v(\tau\sigma_x\pi_x+\sigma_y\pi_y)+\Delta\sigma_z,\qquad \boldsymbol\pi=\mathbf p+e\mathbf A .
\label{eq:H}
\end{equation}
Here $\tau=\pm1$ names the valley, $v>0$ is the speed, $\sigma_i$ are Pauli matrices for the two orbitals of the cell, and $\Delta\neq0$ is a mass of either sign. At $B=0$ the energies are $\pm\sqrt{\Delta^2+\hbar^2v^2k^2}$, so the gap is $2|\Delta|$. The Hall conductivity is defined by $j_x=\sigma_{xy}E_y$.

Let $D=e|B|/h$ be the number of states per area in one Landau level, and let $F(x)=g(x^2)$ be a smooth cutoff with $g(0)=1$, where $g$ and its derivatives fall faster than any power. A Gaussian will do. The symmetrically regularised density is
\begin{equation}
n=-\frac{D}{2}\lim_{\Lambda\to\infty}\sum_{E}\operatorname{sgn}(E-\mu)\,F(E/\Lambda),
\label{eq:ndef}
\end{equation}
where the sum runs over Landau levels. It is half the density of filled states minus half the density of empty ones.

\emph{Theorem.} Let the valley be clean, non-interacting and at zero temperature, with $|\mu|<|\Delta|$. Let its regularised charge and current obey the continuity equation. Then
\begin{equation}
n=\frac{\tau}{2}\operatorname{sgn}(\Delta)\frac{eB}{h},\qquad
\sigma_{xy}=-\frac{\tau}{2}\operatorname{sgn}(\Delta)\frac{e^2}{h}.
\label{eq:theorem}
\end{equation}

The form of \eqref{eq:ndef} comes from ordering the field operators symmetrically. In place of $\psi^\dagger\psi$ one takes $\tfrac12(\psi^\dagger\psi-\psi\psi^\dagger)$. For a single state the first product has the expectation value 1 if the state is filled and 0 if it is empty, and the second has the opposite values. The state therefore contributes $+\tfrac12$ or $-\tfrac12$. Exchanging electrons and holes reverses the sign of the density, as it should for a charge measured from neutrality.

\subsection*{Lemma 1: the Streda relation}

\emph{For a state that stays gapped while $B$ changes slowly,}
\begin{equation}
\sigma_{xy}=\left(\frac{\partial\rho}{\partial B}\right)_\mu=-e\left(\frac{\partial n}{\partial B}\right)_\mu .
\label{eq:streda}
\end{equation}

\emph{Proof.} The valley is isotropic: a rotation of the plane, joined to a rotation of the Pauli matrices about $z$, leaves \eqref{eq:H} unchanged. A conductivity tensor with this symmetry has equal diagonal elements and opposite off-diagonal ones. The diagonal part describes dissipation in a steady field, and it vanishes at zero temperature when $\mu$ is in a gap. What remains is
\begin{equation}
j_x=\sigma_{xy}E_y,\qquad j_y=-\sigma_{xy}E_x .
\end{equation}
Let $B$ vary slowly in time and smoothly in space. Continuity gives
\begin{align}
\frac{\partial\rho}{\partial t}
&=-\frac{\partial j_x}{\partial x}-\frac{\partial j_y}{\partial y}
=-\sigma_{xy}\left(\frac{\partial E_y}{\partial x}-\frac{\partial E_x}{\partial y}\right)\nonumber\\
&=\sigma_{xy}\frac{\partial B}{\partial t}.
\end{align}
The last step is Faraday's law, $\partial_xE_y-\partial_yE_x=-\partial_tB$. Magnetisation currents are the curl of a magnetisation, so they have no divergence and drop out. Because the gap stays open and the change is slow, the electrons follow the ground state. The density reached at each moment is thus the equilibrium density at that $B$ with $\mu$ in the gap. Dividing by $\partial_tB$ and using $\rho=-en$ gives \eqref{eq:streda}. $\square$

The relation describes a flow. When the flux through a disc grows, the induced electric field circles the disc, and the Hall current runs along its radius. Charge enters or leaves through the rim, and after a flux change $\delta\Phi$ the disc has gained the charge $\sigma_{xy}\,\delta\Phi$. The slope $\partial n/\partial B$ records this charge.

The proof needs the gap twice: to remove the diagonal conductivity and to keep the electrons in the ground state. The rate of change must be small compared with $2|\Delta|/\hbar$, since no transition across the gap has a lower frequency. The induced electric field $\mathcal E$ must also not carry electrons across the gap. The condition $\hbar ve\mathcal E\ll\Delta^2$ is sufficient, and it is needed near $B=0$, where a stronger field tunnels electrons across the gap however slowly it varies. In a magnetic field a uniform $\mathcal E<v|B|$ leaves the levels at each orbit centre separated, so a slowly applied field of that size causes no tunnelling even when $\hbar ve\mathcal E$ exceeds $\Delta^2$.

\subsection*{Lemma 2: one level has no partner}

\emph{The Landau levels of \eqref{eq:H} are}
\begin{equation}
E_{n,\pm}=\pm\sqrt{\Delta^2+n\varepsilon^2},\quad n=1,2,\dots,\qquad
\varepsilon^2=2\hbar v^2e|B|,
\label{eq:levels}
\end{equation}
\emph{together with the single level}
\begin{equation}
E_0=-\tau\operatorname{sgn}(B)\,\Delta .
\label{eq:E0}
\end{equation}
\emph{Each holds $D=e|B|/h$ states per area.}

\emph{Proof.} The two momenta do not commute:
\begin{align}
[\pi_x,\pi_y]&=e[p_x,A_y]+e[A_x,p_y]\nonumber\\
&=-i\hbar e(\partial_xA_y-\partial_yA_x)=-i\hbar eB .
\end{align}
Take $B>0$ first and define $a=(\pi_x-i\pi_y)/\sqrt{2\hbar eB}$. Then
\begin{equation}
[a,a^\dagger]=\frac{[\pi_x-i\pi_y,\pi_x+i\pi_y]}{2\hbar eB}
=\frac{2i[\pi_x,\pi_y]}{2\hbar eB}=1,
\end{equation}
so $a$ and $a^\dagger$ are ladder operators, with $a|n\rangle=\sqrt n\,|n-1\rangle$ and $a|0\rangle=0$. For $\tau=+1$ the off-diagonal elements of $H$ are $v(\pi_x-i\pi_y)=\varepsilon a$ and its adjoint:
\begin{equation}
H_{+}=\begin{pmatrix}\Delta&\varepsilon a\\ \varepsilon a^\dagger&-\Delta\end{pmatrix}.
\end{equation}
The upper state $|n-1\rangle$ is coupled to the lower state $|n\rangle$ and to nothing else. For $n\ge1$ this gives the block
\begin{equation}
\begin{pmatrix}\Delta&\varepsilon\sqrt n\\ \varepsilon\sqrt n&-\Delta\end{pmatrix}.
\end{equation}
Its trace is zero and its determinant is $-(\Delta^2+n\varepsilon^2)$, so its eigenvalues are those in \eqref{eq:levels}. The blocks use every upper state $|0\rangle,|1\rangle,\dots$ and the lower states $|1\rangle,|2\rangle,\dots$. The lower state $|0\rangle$ is left over. Since $a|0\rangle=0$, it is an eigenstate by itself, with energy $-\Delta$.

For $\tau=-1$ the upper right element is $-v(\pi_x+i\pi_y)=-\varepsilon a^\dagger$, so that
\begin{equation}
H_{-}=\begin{pmatrix}\Delta&-\varepsilon a^\dagger\\ -\varepsilon a&-\Delta\end{pmatrix}.
\end{equation}
The upper $|n\rangle$ now pairs with the lower $|n-1\rangle$. The block has the same trace and determinant as before, and the upper $|0\rangle$ is left over, with energy $+\Delta$. Both cases read $E_0=-\tau\Delta$.

For $B<0$ the commutator changes sign, and the operator with $[a,a^\dagger]=1$ is $a=(\pi_x+i\pi_y)/\sqrt{2\hbar e|B|}$. This exchanges $a$ and $a^\dagger$ in $H_\pm$. The paired energies are unchanged, and the leftover state moves to the other orbital. Hence $E_0=+\tau\Delta$, which completes \eqref{eq:E0}.

To count states, use $A_x=0$, $A_y=Bx$. Then $\pi_y=\hbar k_y+eBx$, and the oscillator is centred at $x_0=-\hbar k_y/(eB)$. In a sample of sides $L_x$ and $L_y$ the values of $k_y$ are spaced by $2\pi/L_y$, so the centres are spaced by $h/(e|B|L_y)$. The number that fit in $L_x$ is $L_xL_y\,e|B|/h$. $\square$

As a check on the signs, \eqref{eq:H} was diagonalised on a position grid for both valleys, both signs of $B$ and $\Delta=\pm0.7$, in units of $\hbar v/l_B$ with $l_B=\sqrt{\hbar/e|B|}$. The unpaired level and the first four pairs agreed with the lemma to within $5\times10^{-15}$ of that unit. The grid also produces one spurious state, at energy $-E_0$, built mostly from momenta near the highest that the grid can hold. It was recognised by its large spread in position and momentum and was removed.

\subsection*{Lemma 3: the density is the asymmetry}

\emph{For $|\mu|<|\Delta|$ the density \eqref{eq:ndef} is}
\begin{equation}
n=-\frac{D}{2}\operatorname{sgn}(E_0).
\label{eq:asym}
\end{equation}

\emph{Proof.} Every level satisfies $|E|\ge|\Delta|>|\mu|$, so $\operatorname{sgn}(E-\mu)=\operatorname{sgn}(E)$. At finite $\Lambda$ the sum converges absolutely and may be arranged in pairs:
\begin{align}
\sum_E\operatorname{sgn}(E)F(E/\Lambda)
&=\sum_{n\ge1}\left[F(E_{n,+}/\Lambda)-F(E_{n,-}/\Lambda)\right]\nonumber\\
&\quad+\operatorname{sgn}(E_0)F(E_0/\Lambda).
\end{align}
Each bracket vanishes because $F$ is even and $E_{n,-}=-E_{n,+}$. As $\Lambda\to\infty$ the last factor tends to $F(0)=1$. $\square$

The regularised sum of signs is called the spectral asymmetry. Here it is $\pm1$, and the density is minus one half of it for each state of a level.

\subsection*{Proof of the theorem}

Insert \eqref{eq:E0} into \eqref{eq:asym}. Because $\operatorname{sgn}(E_0)=-\tau\operatorname{sgn}(B)\operatorname{sgn}(\Delta)$ and $|B|\operatorname{sgn}(B)=B$,
\begin{equation}
n=\frac12\,\frac{e|B|}{h}\,\tau\operatorname{sgn}(B)\operatorname{sgn}(\Delta)
=\frac{\tau}{2}\operatorname{sgn}(\Delta)\frac{eB}{h}.
\end{equation}
The slope at fixed $\mu$ is $\tau\operatorname{sgn}(\Delta)\,e/(2h)$. By Lemma 1 it is multiplied by $-e$, which gives \eqref{eq:theorem}. $\square$

\subsection*{Remarks on the result}

\emph{Half an electron per flux quantum.} A flux $h/e$ brings in $\tau\operatorname{sgn}(\Delta)/2$ electrons. The density is linear in $B$ through zero field. The unpaired level changes sides there, but the number of states in it vanishes at the same point.

\emph{Why one half.} The value can also be found from a mirror. Reflect $x\to-x$, which reverses $\pi_x$, and conjugate $H$ with $\sigma_y$, which reverses $\sigma_x$ and $\sigma_z$. The kinetic term returns to itself and $\Delta$ becomes $-\Delta$. A reflection reverses both $\sigma_{xy}$ and $B$, so in the limit $B\to0$ one has $\sigma_{xy}(-\Delta)=-\sigma_{xy}(\Delta)$ if the regularisation respects the mirror. For $\tau=+1$ and $B>0$, the level $E_0=-\Delta$ is filled for positive $\Delta$ and empty for negative $\Delta$, while the pairs are the same. The two densities differ by $D$ and the two conductivities by $-e^2/h$, however small $B$ is. Two opposite numbers with this difference are $\mp e^2/(2h)$.

\emph{Closing the gap.} The conductivity does not depend on the size of $\Delta$, but the window $|\mu|<|\Delta|$ shrinks with it. At $\Delta=0$ the unpaired level sits at zero energy, the window is gone, and the theorem makes no statement.

\section{Regulators, the zero-field response and a real layer}

\subsection*{Symbols and results carried over}

One valley $\tau=\pm1$ with one spin has speed $v$, mass $\Delta$ and gap $2|\Delta|$. The charge is $-e$ and $j_x=\sigma_{xy}E_y$. In a field $B$ it has paired levels $\pm E_n$, with $E_n=\sqrt{\Delta^2+n\varepsilon^2}$, $n\ge1$ and $\varepsilon^2=2\hbar v^2e|B|$, and one unpaired level $E_0=-\tau\operatorname{sgn}(B)\Delta$. Each level holds $D=e|B|/h$ states per area. The cutoff is $F(x)=g(x^2)$ with $g(0)=1$. With $\mu$ in the gap, the symmetric density is $n=-\tfrac12D\operatorname{sgn}(E_0)$, and the Streda relation $\sigma_{xy}=-e(\partial n/\partial B)_\mu$ turns it into $\sigma_{xy}=-\tfrac{\tau}{2}\operatorname{sgn}(\Delta)\,e^2/h$.

With the chemical potential in the gap, the unpaired Landau level and the Streda relation give one clean, non-interacting valley at zero temperature a Hall conductivity of half a quantum per spin, with a sign set by the valley and the mass. It remains to test other cutoffs, to find the response at zero field, to see how the halves add up on a lattice, and to examine temperature and a real layer.
